# Parabolic scaling constant of a donor-doped, hole-conducting oxide

## 1. Special case: a fixed vacancy population

Consider a compact scale of the oxide MO on its metal. It grows because metal ions move outward through cation vacancies, each of charge $-2e$. A fraction $d$ of the cation sites carries donors of charge $+e$. Holes are so few that the donors alone balance the vacancies, so the vacancy fraction is $v=d/2$ throughout the scale. Holes are nevertheless so mobile that they carry nearly all the conductivity.

Let $P_1$ and $P_2$ be the oxygen pressures at the metal and gas faces. Forming a vacancy from oxygen releases two holes,

$$\tfrac12\mathrm{O_2}\rightleftharpoons \mathrm{O_O}+V''+2h .$$

In dilute equilibrium $vp^2=KP^{1/2}$, where $p$ is the number of holes per cation site. With $v$ fixed, $p\propto P^{1/4}$. The mobile holes stay near equilibrium across the scale, so $e\phi+k_BT\ln p$ is uniform. The gas face, which has more holes, is therefore at the lower potential, by

$$\Delta\phi=\frac{k_BT}{e}\ln\frac{p_2}{p_1}=\frac{k_BT}{4e}\ln\frac{P_2}{P_1}.$$

Uniform vacancies do not diffuse, but this field pulls them toward the metal. Their mobility follows from their diffusivity $D_V$ by the Einstein relation. With $c$ cation sites per volume and thickness $X$, their inward flux is

$$j=cD_Vv\,\frac{2e\Delta\phi}{k_BT\,X}=\frac{cD_Vd}{4X}\ln\frac{P_2}{P_1}.$$

Each vacancy moving inward is a metal ion moving outward, which adds one formula unit at the gas face. Hence $dX/dt=j/c=k/X$, and

$$X^2=2kt,\qquad k=\frac{D_Vd}{4}\ln\frac{P_2}{P_1}.\tag{1}$$

The pressure sets the driving force but not the number of carriers. Without donors it sets both, which gives a power law. The general formula below contains both cases.

## 2. Assumptions and defect equilibrium

The convention $X^2=2kt$ is used throughout; if a code defines $X^2=k't$, then $k'=2k$. The coordinate $x$ runs from the metal, $x=0$, to the gas, $x=X$. Temperature and face pressures are constant, and both faces are in local equilibrium. Defects are dilute, the scale is neutral and no net current flows.

The donors must be uniform and immobile in the oxygen lattice. Since new oxide forms at the gas face, donors must also be supplied there, at the same fraction $d$. A donor initially present in an inner layer does not by itself dope oxide that grows outward.

Equilibrium of the reaction, with lattice oxygen at unit activity, requires

$$\mu_V+2\mu_h=\tfrac12\mu_{\mathrm{O_2}}+\text{constant}.\tag{2}$$

Each dilute defect has $\mu_i=\mu_i^0+k_BT\ln n_i$, where $n_i$ is its site fraction, and $\mu_{\mathrm{O_2}}$ contains $k_BT\ln P$. Exponentiation gives mass action, which is used with neutrality:

$$vp^2=KP^{1/2},\qquad 2v=d+p.\tag{3}$$

Eliminating $v$ gives an equation for $p$:

$$p^3+dp^2-2KP^{1/2}=0.\tag{4}$$

For $p>0$ the first two terms increase from zero without bound, so there is one positive root. It is convenient to solve for $\ln p$, which keeps $p$ positive over many decades of pressure.

If $d=0$, then $p=2v$ and $4v^3=KP^{1/2}$, so

$$v=(K/4)^{1/3}P^{1/6}.\tag{5}$$

If $p\ll d$, then

$$v\simeq d/2,\qquad p\simeq(2K/d)^{1/2}P^{1/4}.\tag{6}$$

The two contributions to neutrality are equal when $p=d$. Then $v=d$, and (3) gives the crossover pressure

$$P_*=(d^3/K)^2.\tag{7}$$

Donors raise $v$ at every pressure. Increasing $d$ in (4) lowers the positive root $p$, and $v=KP^{1/2}/p^2$ then rises.

## 3. From the fluxes to the growth constant

The electrochemical potentials are $\eta_V=\mu_V-2e\phi$ and $\eta_h=\mu_h+e\phi$. With outward fluxes counted positive,

$$J_V=-\frac{cD_Vv}{k_BT}\frac{d\eta_V}{dx},\qquad
J_h=-\frac{cD_hp}{k_BT}\frac{d\eta_h}{dx}.$$

Zero current means $-2J_V+J_h=0$, so $J_h=2J_V$. Solving each flux law for its gradient gives

$$\frac{d\eta_V}{dx}=-\frac{k_BTJ_V}{cD_Vv},\qquad
\frac{d\eta_h}{dx}=-\frac{2k_BTJ_V}{cD_hp}.$$

Add the first to twice the second. The potential cancels because $-2+2=0$, and (2) turns the left side into a pressure gradient:

$$\frac{k_BT}{2}\frac{d\ln P}{dx}
=-\frac{k_BTJ_V}{c}\left(\frac1{D_Vv}+\frac4{D_hp}\right).$$

The inward flux $j=-J_V$ is therefore

$$j=\frac c2D_Vv\,t_h\frac{d\ln P}{dx},\qquad
t_h=\frac1{1+4D_Vv/(D_hp)}.\tag{8}$$

Here $t_h$ is the hole share of the conductivity. The factor 4 is the squared vacancy charge. Thus holes can be a minority in the charge balance and still dominate conduction, provided $D_hp\gg4D_Vv$.

Neglect for now the vacancies stored as the scale thickens. Then $j$ is independent of $x$. Integrating (8) across the scale and using $dX/dt=j/c=k/X$ gives

$$k=\frac{D_V}{2}\int_{P_1}^{P_2}v\,t_h\,d\ln P.\tag{9}$$

Take $t_h=1$. The logarithmic differential of mass action is

$$\tfrac12d\ln P=\frac{dv}{v}+2\frac{dp}{p}.$$

Multiply by $2v$, then insert $dv=dp/2$ and $2v=d+p$. To avoid confusion between the donor fraction and a differential, write the donor fraction as $N=d$ in this step:

$$v\,d\ln P=2\,dv+4v\frac{dp}{p}
=dp+2(N+p)\frac{dp}{p}
=3\,dp+2N\frac{dp}{p}.$$

Integration yields

$$k=D_V\left[\tfrac32(p_2-p_1)+d\ln\frac{p_2}{p_1}\right].\tag{10}$$

To implement this result, solve (4) at the two face pressures and insert the roots. For $d=0$ the logarithmic term is zero.

## 4. Power law, logarithm and crossover

Without donors, $p=2v$ reduces (10) to

$$k=3D_V(v_2-v_1)
=3D_V(K/4)^{1/3}\left(P_2^{1/6}-P_1^{1/6}\right).\tag{11}$$

This becomes a pure one-sixth power of the gas pressure when $P_2^{1/6}\gg P_1^{1/6}$. That condition is stricter than $P_2\gg P_1$ suggests, because the sixth root compresses the ratio.

With donors and $p_2\ll d$, equation (6) gives $\ln(p_2/p_1)=\frac14\ln(P_2/P_1)$, and (10) becomes (1). The next term is useful when $p_2/d$ is several per cent. Let $\hat p=(2K/d)^{1/2}P^{1/4}$. Equation (4) reads $p^2(1+p/d)=\hat p^2$, so to first order $p=\hat p(1-\hat p/2d)$. The logarithm in (10) then contributes $-\frac12(\hat p_2-\hat p_1)$ and the first term contributes $+\frac32(\hat p_2-\hat p_1)$. Their sum gives

$$k\simeq D_V\left[\frac d4\ln\frac{P_2}{P_1}+\hat p_2-\hat p_1\right].\tag{12}$$

At fixed $P_1$, differentiating (9) with $t_h=1$ gives the local exponent

$$m=\frac{d\ln k}{d\ln P_2}=\frac{D_Vv_2}{2k}.\tag{13}$$

For the undoped oxide $m=\frac16/[1-(P_1/P_2)^{1/6}]$. In the donor regime $m=1/\ln(P_2/P_1)$. A logarithm measured over a short pressure interval can therefore pass for a small power. Equal increments of $k$ per decade of $P_2$ identify it better.

Far above $P_*$ the vacancy fraction at the gas face approaches the one-sixth power, but slowly: its local exponent is 0.10 at $P_*$ and 0.14 at $10^3P_*$. The growth constant follows later, since (9) retains the logarithm accumulated at lower pressures. The power term of (10) takes over when $\frac32(p_2-p_1)>d\ln(p_2/p_1)$, not when $p_2=d$. In the example below this happens near $2\times10^4P_*$, where $m$ is still only 0.10, well short of $1/6$.

## 5. Low-pressure limit of the logarithm

Equation (1) grows without bound as $P_1\to0$. If holes are the only electronic carriers, the model itself prevents this, because holes disappear at low pressure until vacancies carry the current. In the donor regime $v=d/2$, and (8) becomes

$$t_h=\frac{p}{p+s},\qquad s=\frac{2D_Vd}{D_h}.$$

With $v$ fixed, mass action gives $d\ln P=4\,dp/p$. Equation (9) becomes

$$k=\frac{D_Vd}{4}\int_{p_1}^{p_2}\frac p{p+s}\frac{4\,dp}{p}
=D_Vd\ln\frac{p_2+s}{p_1+s}.\tag{14}$$

For $p_1\gg s$ this is (1). For $p_1\ll s$ it no longer responds to $P_1$. This limit assumes that electrons do not take over the electronic conduction. In the example below they would do so first: with the gap assumed in Section 8, electrons equal holes at $p=1.6\times10^{-7}$, far above $s=3.0\times10^{-9}$. If their mobilities are similar, the cut-off (14) is then not reached.

## 6. How the vacancies move

When holes conduct nearly perfectly, $e\,d\phi/dx=-k_BT\,d\ln p/dx$. The inward vacancy flux consists of diffusion and drift:

$$\frac{j}{cD_V}=\frac{dv}{dx}+\frac{2v}{p}\frac{dp}{dx}
=\left[\frac12+\frac{d+p}{p}\right]\frac{dp}{dx}.$$

The drift share is

$$\frac{d+p}{d+\frac32p}.\tag{15}$$

It is $2/3$ without donors and approaches 1 when $p\ll d$. In the limit $p\ll d$, donors thus suppress the vacancy gradient but leave the field that drives the growth. In the example below, the vacancy difference across the scale falls only to 0.44 of its undoped value, yet drift dominates because there are many more vacancies for the field to move.

Constant flux also fixes the profile: $x/X$ equals the integral (9) taken from $P_1$ to the local pressure, divided by its full value. Hence $P^{1/6}$ is linear in position without donors, and $\ln P$ is linear in the donor regime.

## 7. Worked example

The following round parameters lie in the rough regime of a nickel monoxide scale near 1300 K. They are not computed properties of that oxide.

- $T=1300$ K, so $k_BT=0.1120$ eV; $D_V=5.0\times10^{-8}$ cm²/s.
- Hole mobility 0.3 cm²/Vs, so $D_h=0.0336$ cm²/s.
- $P_1=10^{-7}$ Torr and $P_2=100$ Torr, so $\ln(P_2/P_1)=20.72$.
- Undoped vacancy fraction $10^{-4}$ at 100 Torr; donor fraction $d=10^{-3}$.

The undoped hole fraction at 100 Torr is $2\times10^{-4}$, so

$$K=\frac{10^{-4}(2\times10^{-4})^2}{\sqrt{100}}
=4.0\times10^{-13}\ \mathrm{Torr}^{-1/2}.$$

With donors, (4) gives $p_1=5.03\times10^{-7}$ and $p_2=8.58\times10^{-5}$. The vacancy fraction rises from $5.00\times10^{-4}$ to $5.43\times10^{-4}$ across the scale, close to $d/2$. The crossover pressure is $6.25\times10^6$ Torr, far above the range used. Equation (10) gives

$$\begin{aligned}
k&=5.0\times10^{-8}\left[1.28\times10^{-4}+10^{-3}(5.14)\right]\\
&=2.63\times10^{-10}\ \mathrm{cm^2/s}.
\end{aligned}$$

The pure logarithm gives $2.59\times10^{-10}$ cm²/s. Without donors, $v_1=3.16\times10^{-6}$, and (11) gives $1.45\times10^{-11}$ cm²/s.

Vacancy storage can be retained by setting $y=x/X$ and $f=jX/c$. Conservation of vacancies, with $X\,dX/dt=k$, and of metal at the gas face gives

$$\frac{df}{dy}=-ky\frac{dv}{dy},\qquad f(1)=k(1-v_2-d).$$

The last factor appears because metal arriving through the scale does not fill the vacant or donor sites of new oxide. The flux laws supply $dp/dy$. An adaptive Runge–Kutta integration from the gas face, with $k$ adjusted until $p(0)=p_1$, gives these constants in $10^{-11}$ cm²/s for practically perfect hole conduction:

| $P_2$ (Torr) | undoped | doped | equation (1) |
|---:|---:|---:|---:|
| $10^{-4}$ | 0.103 | 8.66 | 8.63 |
| $10^{-2}$ | 0.276 | 14.45 | 14.39 |
| 1 | 0.649 | 20.32 | 20.15 |
| 100 | 1.453 | 26.38 | 25.90 |

Each two-decade step adds 5.8 to 6.1 units to the doped constant, against 5.76 for a strict logarithm. The slight growth of the steps follows the rise of $v_2$ above $d/2$. The undoped steps instead grow by a factor 2.15, which is $100^{1/6}$. At 100 Torr the local exponents are 0.172 without donors and 0.052 with them; $1/\ln(P_2/P_1)$ is 0.048.

At 100 Torr and equal $P_1$, donors raise $k$ by a factor 18. After 10 h, $X=\sqrt{2kt}$ is 10.2 µm without donors and 43.6 µm with them. The potential drop is 0.387 V and 0.576 V, respectively. The mid-scale pressure changes from 1.88 Torr to $3.7\times10^{-3}$ Torr, so much more of the doped scale lies at low oxygen pressure.

## 8. Size of the neglected effects

**Conduction and storage.** At the metal face the vacancy-to-hole conductivity ratio is $5.9\times10^{-3}$. Including it in the numerical solution lowers the doped $k$ by 0.11 %. Storage and the donor sites in new oxide raise it by 0.15 % relative to (10). For a rough gap of 3.5 eV and one state per cation site and band, $np=\exp(-E_g/k_BT)$ gives an electron-to-hole ratio of 0.11 at the metal face. These electrons add to electronic conduction, and their fraction is only $5\times10^{-5}$ of $d$, so neutrality is hardly affected.

**Donor motion.** A donor on a cation site moves by exchanging places with a vacancy. The exchange carries charge $+e$ toward the gas face and $-2e$ the other way, so the field acts on a net charge $3e$, the real charge of a trivalent ion. Without correlations between successive jumps, the mean drift speed is $3D_D\ln(p_2/p_1)/X$, while the face moves at $k/X$. The two are equal at

$$D_D=\frac{k}{3\ln(p_2/p_1)}=1.7\times10^{-11}\ \mathrm{cm^2/s}.$$

This is below the host-cation diffusivity $D_Vv=2.7\times10^{-11}$ cm²/s at the gas face. The vacancy flow past the donor changes the factor 3. For an unbound donor on the fcc cation lattice it becomes 3.56 when $D_D$ is the tracer diffusivity, whatever the donor's own exchange rate, and the threshold falls to $1.4\times10^{-11}$ cm²/s. Binding acts the other way, because a donor–vacancy pair has charge $-e$ and is pulled toward the metal. In a nearest-neighbour model with a binding energy of $5k_BT$, the screened value estimated below, the factor is about $-0.7$ to $-0.9$, depending on how the jump rates are assigned, so the drift reverses. The threshold is therefore only a rough guide, and the donor must be much slower than it. If it moves about as fast as the host cation, a uniform $d$ is not justified, and (9) needs a calculated donor profile.

**Association.** Vacancies attract donors and holes. For relative permittivity 12, the Bjerrum length is $l_B=e^2/(4\pi\epsilon_0\epsilon_rk_BT)=1.07$ nm. A point-charge estimate with neighbour distance $a=0.30$ nm and inverse Debye length $\kappa$ gives the association constant

$$B=12\exp\left[\frac{2l_B}{a(1+\kappa a)}\right],$$

where 12 is the number of neighbouring cation sites. With $z_i$ the charge number of species $i$, $\kappa^2=4\pi l_Bc\sum_i z_i^2n_i$. The sum is $3d$ for donors and their compensating vacancies. With $c=52.4$ nm⁻³, the Debye length is 0.69 nm. The binding energy is 0.80 eV unscreened and 0.56 eV screened.

Let $v$ now denote free vacancies and $d_f=d/(1+Bv)$ free donors. Donor–vacancy pairs and vacancies with a trapped hole both have charge $-e$, so neutrality becomes

$$2v+Bvd_f+Bvp=d_f+p.\tag{16}$$

If holes are negligible in this balance, inserting $d_f$ gives

$$2Bv^2+(2+Bd)v-d=0.$$

Pressure is absent. Donor pairing alone therefore lowers the prefactor but preserves the logarithm. With the screened $B$, the free vacancy fraction is 0.44 of $d/2$.

Hole trapping restores some pressure dependence. Treat donor pairs as immobile and let vacancies with a trapped hole diffuse with $D_V$. When holes conduct freely, both mobile vacancy species feel the same oxygen-potential gradient, so $v$ in (9) is replaced by $v(1+Bp)$. Solving (16) with mass action at each pressure and integrating numerically gives 0.47 times the ideal doped $k$, with local exponent 0.060.

Doping also changes the activity coefficients in $K$. The Debye–Hückel form $\ln\gamma_i=-z_i^2l_B\kappa/[2(1+\kappa a)]$ has total squared charge 6 for one vacancy and two holes. Relative to the undoped oxide at the gas face, it raises the effective $K$ by 4.5. The doped factor then becomes 0.50 and the exponent 0.073. The two-decade steps of the table become 2.7, 2.9 and 3.6 units, so the logarithm holds only approximately.

With screening fixed at the value set by its own defects at the gas face, the undoped oxide has factor 1.30 and exponent 0.207. The corrected doping ratio is therefore $18.2\times0.496/1.302\simeq7$. If screening instead follows the free and paired charges at each pressure, the two factors fall to about 0.42 and 1.13 and the undoped exponent rises to 0.24, but the ratio stays near 7. These ratios keep $K$ at its original value, so with trapping the undoped oxide holds about $1.6\times10^{-4}$ vacancies in total at 100 Torr. Refitting $K$ to a total of $10^{-4}$, with fixed screening, gives $K=1.4\times10^{-13}$ Torr$^{-1/2}$, factors 0.47 and 0.86, and a ratio near 10. Without screening, the doped factor is 0.19 and the exponent 0.141, which is no longer a clear logarithm. Since $l_B$ exceeds $a$, these are estimates of sensitivity, not bounds.

**Comparison with a real scale.** A vacancy fraction near $10^{-4}$ and growth of roughly ten micrometres in ten hours are reasonable rough sizes for nickel monoxide under these conditions. A trivalent cation on a nickel site can act as the donor. Uniform donor supply at the gas face is a restrictive assumption, since an alloy supplies its solute from the metal side. Association alone moves the doped constant by about a factor of two in the screened estimate. Grain-boundary transport, limited donor solubility and second oxide phases are left out and may change it further.

Use of (1) therefore requires $p_2\ll d$, dominant electronic conduction throughout the scale ($p_1\gg s$ if holes alone provide it), slow and uniformly supplied donors, and weak association of vacancies with both donors and holes. Under these conditions $P_1$ matters as much as $P_2$: a tenfold error in $P_1$ changes the example's doped constant by about 11 %.
